# Vacuum charge density from the commutator current on a Dirac lattice, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the commutator to a sum over levels

### 1. The decision

Suppose that a one-particle Dirac Hamiltonian with a static potential has been diagonalized in a finite basis. The output is a list of energies, some positive and some negative, with their eigenfunctions. To obtain the charge density of the vacuum one has to decide which levels to sum, with what weight, and what to subtract.

Summing $|\phi_n|^2$ over the negative levels gives a number that grows without limit as the basis is refined. The rule derived here is to take half the difference between the negative-level and the positive-level sums. The derivation also shows what this rule assumes: every level below zero is filled and every level above zero is empty. In a deep well this assumption can change the total charge by whole units, so the choice of filled levels is a second decision, taken up in Section 14.

### 2. Setting and conventions

We use $\hbar=c=1$. The mass is $m$, lengths are measured in $1/m$, and a number density in one dimension is measured in $m$. A particle of the field has charge $q$, its antiparticle $-q$. The potential energy of a particle is $V(x)=q\Phi(x)$, where $\Phi$ is a prescribed static potential. The field created by the vacuum charge itself is neglected.

The field has two components in one space dimension, and the one-particle Hamiltonian is

$$h=\sigma_y p+\sigma_z m+V(x),\qquad p=-i\frac{d}{dx}.$$

The system is a ring of length $L$, so the levels are discrete. They obey

$$h\phi_n=E_n\phi_n,\qquad \int dx\,\phi_n^\dagger\phi_l=\delta_{nl}.$$

We assume that no $E_n$ is zero. The field operators satisfy

$$\{\psi_a(x),\psi_b^\dagger(y)\}=\delta_{ab}\,\delta(x-y),$$

with all other anticommutators zero. Products at one point contain $\delta(0)$, which has a meaning only with a regulator. On a lattice of spacing $a$ it is $1/a$, and the formal expressions below are to be read in this way.

### 3. Why the current is a commutator

The commutator current is

$$j^\mu=\frac q2\sum_a\left[\bar\psi_a(\gamma^\mu\psi)_a-(\gamma^\mu\psi)_a\bar\psi_a\right].$$

For $\mu=0$ we insert $\bar\psi=\psi^\dagger\gamma^0$ and $(\gamma^0)^2=1$. The two matrices cancel in each term, and

$$j^0=\frac q2[\psi^\dagger,\psi]\equiv\frac q2\sum_a(\psi_a^\dagger\psi_a-\psi_a\psi_a^\dagger).$$

The reason for this order is charge conjugation. The matrix $-i\sigma_y$ is real, so $h$ is a real operator. Taking the adjoint of each component of $i\partial_t\psi=h\psi$ gives $-i\partial_t\psi_a^\dagger=\sum_b h_{ab}\psi_b^\dagger$. Define the conjugate field by

$$\psi^c_a=\sum_b(\sigma_x)_{ab}\psi_b^\dagger .$$

Since $\sigma_x$ anticommutes with $\sigma_y$ and $\sigma_z$ and commutes with $V$,

$$\sigma_x h[V]\sigma_x=-\sigma_yp-\sigma_zm+V=-h[-V].$$

Hence $i\partial_t\psi^c=h[-V]\psi^c$. The conjugate field describes a particle for which the potential energy has the opposite sign, that is, the opposite charge.

A charge density must change sign under this replacement. Because $\sigma_x^2=1$,

$$\sum_a\psi_a^{c\dagger}\psi^c_a=\sum_b\psi_b\psi_b^\dagger=-\psi^\dagger\psi+2\delta(0).$$

The factor 2 counts the two components. The product $\psi^\dagger\psi$ therefore fails to reverse. Add a constant $C$ and require reversal:

$$-\psi^\dagger\psi+2\delta(0)+C=-(\psi^\dagger\psi+C).$$

This gives $C=-\delta(0)$. The anticommutator gives the same constant for the commutator density:

$$\frac12[\psi^\dagger,\psi]=\frac12\left(2\psi^\dagger\psi-2\delta(0)\right)=\psi^\dagger\psi-\delta(0).$$

Thus charge conjugation fixes the constant that the operator order would otherwise leave open.

The spatial current is not altered by the reordering. For it, the matrix between $\psi^\dagger$ and $\psi$ is $\sigma_y$, and the corresponding constant is proportional to $\mathrm{tr}\,\sigma_y=0$. The density is shifted by a number independent of position and time, so the continuity equation is unchanged.

### 4. Expansion of the field and the vacuum

The eigenfunctions form a complete set. We write

$$\psi(x)=\sum_n c_n\phi_n(x),\qquad c_n=\int dx\,\phi_n^\dagger\psi .$$

Orthonormality and the field anticommutator give $\{c_n,c_l^\dagger\}=\delta_{nl}$. The Hamiltonian is ordered in the same way as the density:

$$H=\frac12\int dx\,[\psi^\dagger,h\psi]
=\frac12\sum_nE_n(c_n^\dagger c_n-c_nc_n^\dagger)
=\sum_nE_n\left(c_n^\dagger c_n-\frac12\right).$$

For $E_n>0$ we put $b_n=c_n$. For $E_n<0$ we put $d_n=c_n^\dagger$, because removing a particle from a negative level creates an antiparticle. The field becomes

$$\psi=\sum_{E_n>0}b_n\phi_n+\sum_{E_n<0}d_n^\dagger\phi_n.$$

In a negative level $c_n^\dagger c_n=d_nd_n^\dagger=1-d_n^\dagger d_n$, and therefore

$$E_n\left(\frac12-d_n^\dagger d_n\right)=|E_n|\left(d_n^\dagger d_n-\frac12\right).$$

Inserting this,

$$H=\sum_{E_n>0}E_n\left(b_n^\dagger b_n-\frac12\right)
+\sum_{E_n<0}|E_n|\left(d_n^\dagger d_n-\frac12\right).$$

Each occupation number is 0 or 1 and has a positive coefficient. The lowest state therefore has $b_n|0\rangle=0$ and $d_n|0\rangle=0$ for all levels. It is unique because no level is zero, and its energy is

$$E_{\rm vac}=-\frac12\sum_n|E_n|.$$

In terms of the original operators, the negative levels are filled and the positive levels are empty. No value of the total charge was imposed in finding this minimum.

### 5. The vacuum density

The first term of the commutator has the expectation value

$$\langle\psi^\dagger\psi\rangle=\sum_{n,l}\phi_n^\dagger\phi_l\langle c_n^\dagger c_l\rangle
=\sum_{E_n<0}|\phi_n|^2,$$

since $\langle c_n^\dagger c_l\rangle=\delta_{nl}$ for filled levels and vanishes for empty ones. In the second term the operators stand in the other order:

$$\sum_a\langle\psi_a\psi_a^\dagger\rangle
=\sum_{n,l}\phi_l^\dagger\phi_n\langle c_nc_l^\dagger\rangle
=\sum_{E_n>0}|\phi_n|^2.$$

Here an empty level contributes one and a filled level contributes zero. Half the difference gives

$$\boxed{\rho(x)=qn(x),\qquad
n(x)=\frac12\left(\sum_{E_n<0}|\phi_n(x)|^2-\sum_{E_n>0}|\phi_n(x)|^2\right).}$$

The minus sign comes from the commutator, and the half comes from its prefactor. A positive $n$ means charge of the same sign as $q$. For electrons $q$ is negative, so a positive $n$ then means negative charge.

Let $N_-$ and $N_+$ be the numbers of negative and positive levels in a finite basis. Every eigenfunction is normalized to one, so integration gives

$$Q=\frac q2(N_- -N_+).$$

A change of potential that moves no level through zero leaves this charge unchanged, although it can redistribute the density.

### 6. A lattice without a second species

Take $N$ sites $x_j=ja$ with $L=Na$, and normalize by $a\sum_j\phi_n^\dagger(x_j)\phi_l(x_j)=\delta_{nl}$. There are $2N$ levels. The symmetric difference represents the momentum:

$$(p\phi)_j=-i\frac{\phi_{j+1}-\phi_{j-1}}{2a}.$$

On a plane wave $e^{ikx_j}$ it gives $\sin(ka)/a$. This tends to $k$ for small $k$, but it also vanishes at $k=\pi/a$. Near that point a second set of low-energy levels appears, a second species of particle with the same mass.

The second species is removed by adding to the mass the Wilson term

$$\frac{2\phi_j-\phi_{j+1}-\phi_{j-1}}{2a}\longrightarrow\frac{1-\cos ka}{a}.$$

It is of order $ak^2/2$ at small $k$ and equals $2/a$ at $k=\pi/a$, where it makes the unwanted species heavy. The free Hamiltonian at wave number $k$ is now

$$h_0(k)=d_1\sigma_y+d_2\sigma_z,\quad
d_1=\frac{\sin ka}{a},\quad d_2=m+\frac{1-\cos ka}{a}.$$

The two matrices anticommute and square to one, so $h_0^2=d_1^2+d_2^2=E^2$. Expanding,

$$E^2=\frac{\sin^2ka}{a^2}+m^2+\frac{2m(1-\cos ka)}{a}+\frac{(1-\cos ka)^2}{a^2}.$$

The first and last terms combine, because $\sin^2ka+(1-\cos ka)^2=2(1-\cos ka)$. With $1-\cos ka=2\sin^2(ka/2)$,

$$E^2=m^2+\frac4{a^2}(1+ma)\sin^2\frac{ka}{2}.$$

This grows steadily from $k=0$ to $k=\pi/a$, so there is one low-energy region. For small $k$ it is $m^2+(1+ma)k^2$. The lattice error therefore starts at first order in $ma$.

### 7. Completeness and symmetry on the lattice

With the stated normalization, completeness at one site reads

$$\sum_n\phi_{n,b}(x_j)\phi_{n,c}^*(x_j)=\frac{\delta_{bc}}a.$$

Setting $b=c$ and summing over the two components,

$$\sum_{E_n<0}|\phi_n|^2+\sum_{E_n>0}|\phi_n|^2=\frac2a.$$

We eliminate the positive sum:

$$n(x_j)=\sum_{E_n<0}|\phi_n(x_j)|^2-\frac1a.$$

So summing the negative levels is legitimate if the constant $1/a$ is removed. In a basis that is not complete at each point the right side of the completeness relation need not be uniform, and this replacement cannot be taken over without checking.

The Wilson term multiplies $\sigma_z$, so the identity $\sigma_xh[V]\sigma_x=-h[-V]$ also holds on the lattice. If $\phi$ belongs to $h[V]$ at energy $E$, then $\sigma_x\phi$ belongs to $h[-V]$ at energy $-E$ and has the same density. Reversing $V$ exchanges the two sums, and

$$n[-V]=-n[V],\qquad n[0]=0.$$

In particular, each free sum equals $1/a$. Subtracting the free negative-level sum on the same lattice then agrees with the half difference. An expansion of $n$ in powers of $V$ has odd powers alone. The completeness relation and the reversal were tested on a ring of 200 sites with an asymmetric potential.

### 8. A check in the full many-body space

The formula can be checked without using one-particle levels to choose the filled states. Three sites with two components give six modes and a many-body space of $2^6=64$ states. The operator $H$ was diagonalized in this space at $a=1/m$, and the commutator density was evaluated in its ground state.

For site potentials $(0.7,-1.4,0.3)\,m$ the densities are $(-0.0294,\,0.0428,\,-0.0134)\,m$. They add to zero. For $(-4.0,0.3,0.5)\,m$ they are $(0.958,\,0.025,\,0.017)\,m$ and, multiplied by $a$, add to one. In both cases the density from the level sums agrees, as does the energy $-\frac12\sum_n|E_n|$; the tests allow a difference of $10^{-10}\,m$ in the energy and of about one part in $10^5$ in each density.

The second case also shows the integer charge. Six levels and $Q/q=1$ require $N_-+N_+=6$ and $N_- -N_+=2$, hence four negative and two positive levels. The strong attraction has made a charged state the lowest of all 64.

## Second half: response, screening and charge steps

### 9. What is carried over

The potential energy of a particle is $V$, its charge is $q$, and the vacuum charge density is $qn$. On a lattice of spacing $a$,

$$n=\frac12\left(\sum_{E_n<0}|\phi_n|^2-\sum_{E_n>0}|\phi_n|^2\right)
=\sum_{E_n<0}|\phi_n|^2-\frac1a.$$

The free Hamiltonian at momentum $p$ is $d_1\sigma_y+d_2\sigma_z$, with $d_1=\sin(pa)/a$, $d_2=m+(1-\cos pa)/a$ and $E_p=\sqrt{d_1^2+d_2^2}$. The unit vector $\hat d_p=(d_1,d_2)/E_p$ gives its direction. The density is odd in $V$, and the total charge is $Q=q(N_- -N_+)/2$. From here on $p$ and $k$ are wave numbers allowed by the ring.

### 10. Response to a weak periodic potential

Let $V=\varepsilon\cos kx$ with small $\varepsilon$ and $k\neq0,\pi/a$. First-order perturbation theory changes a level by

$$\delta\phi_n=\sum_{l\ne n}\phi_l\frac{V_{ln}}{E_n-E_l}.$$

Degenerate levels are first combined so that $V$ is diagonal among them; the sum over filled levels does not depend on this choice. In

$$\delta n=\sum_{E_n<0}(\phi_n^\dagger\delta\phi_n+\delta\phi_n^\dagger\phi_n),$$

the contributions with both levels negative cancel in pairs, because exchanging $n$ and $l$ reverses the denominator. What remains is

$$\delta n=2\,\mathrm{Re}\sum_{E_n<0}\sum_{E_l>0}
\phi_n^\dagger\phi_l\frac{V_{ln}}{E_n-E_l}.$$

The free eigenfunctions are $\phi_{p,\pm}=L^{-1/2}u_\pm(p)e^{ipx}$. The cosine connects $p$ to $p'=p\pm k$, each with amplitude $\varepsilon/2$:

$$V_{ln}=\frac\varepsilon2u_+^\dagger(p')u_-(p),\qquad
\phi_n^\dagger\phi_l=\frac1Lu_-^\dagger(p)u_+(p')e^{\pm ikx}.$$

The denominator is $-(E_p+E_{p'})$. Their product contains the overlap $O=|u_+^\dagger(p')u_-(p)|^2$. To find it we use the projectors $P_\pm(p)=\frac12(1\pm\hat d_p\cdot\sigma)$, where the dot product uses $\sigma_y$ and $\sigma_z$:

$$O=\mathrm{tr}[P_+(p')P_-(p)]
=\frac14(2-2\hat d_{p'}\cdot\hat d_p)
=\frac12(1-\hat d_p\cdot\hat d_{p'}).$$

The terms with one Pauli matrix have zero trace, and the product of two gives $2\hat d_{p'}\cdot\hat d_p$. The overlap is symmetric in $p$ and $p'$. Shifting the summation variable in the $p-k$ term therefore makes its coefficient equal to that of the $p+k$ term, and the two exponentials add to $2\cos kx$:

$$\delta n=-\frac{2\varepsilon}{L}\cos kx\sum_p\frac{O}{E_p+E_{p+k}}.$$

Since $n=0$ without the potential, this is the density itself:

$$n=-\chi(k)\,\varepsilon\cos kx,\qquad
\chi(k)=\frac1L\sum_p\frac{1-\hat d_p\cdot\hat d_{p+k}}{E_p+E_{p+k}}.$$

No term in $\chi$ is negative. For this cosine, the first-order number density is raised where the potential energy of a particle is low. For a general weak potential this need not hold at each point, because $\chi$ depends on $k$. At $a=0.2/m$ and $k=0.785\,m$, the momentum sum gives $\chi=0.02429$. Differences of the density between diagonalizations with opposite small potentials give the same value.

The vacuum density is half the difference between the negative-level and positive-level sums, and its first-order response to a weak periodic potential is given by $\chi(k)$. What remains is to apply this to slowly varying potentials and a shallow well, and to settle which levels are filled in a deep well.

All numerical values are calculated from the stated model.
